Acoustic transmission through an imperfect bond modelled as a distributed spring

**Definitions and conventions**

Two elastic half-spaces meet at the plane x = 0, where a thin, compliant bond joins them. A plane wave arrives from the left at normal incidence. The displacement u(x, t) is either along x (longitudinal wave) or along one fixed direction in the plane (shear wave), and no conversion between the two is considered. Each solid is uniform, linear and lossless, with density ρ, elastic modulus M for the chosen polarization, wave speed c = √(M/ρ) and acoustic impedance

Z = ρc.     (1)

The traction σ is the stress component that acts along u on planes of constant x, positive when the material at larger x pulls the material at smaller x towards positive u. Fields vary as e^(−iωt), with angular frequency ω = 2πf, and the physical field is the real part.

The displacements of the left and right faces of the bond are u₋ and u₊. The bond is described by a stiffness per unit area K, in N/m³, and is taken to have no mass and no loss. A slice without mass cannot support a net force, so the traction is the same on both faces:

σ₋ = σ₊ = σ = K(u₊ − u₋).     (2)

The spring is distributed in the sense that (2) holds at every point of the plane with the same K. A bond made of many small contacts can be treated in this way if their spacing is much smaller than the wavelength; K is then an effective stiffness. Coarser structure changes the transmission and can also scatter waves into other directions; this model leaves out both effects. The opening u₊ − u₋ must also stay small enough for the bond to respond linearly.

For identical solids, the fraction of incident power transmitted will be shown to be

T = 1/[1 + (ωZ/2K)²].     (3)

This is a ratio of powers. The ratio of displacement amplitudes has modulus √T.

**Waves, traction and power**

Newton's law and Hooke's law in each solid are

ρ ∂²u/∂t² = ∂σ/∂x,  σ = M ∂u/∂x.     (4)

A wave travelling to the right has u ∝ e^(ikx − iωt) with k = ω/c. Its traction is σ = iMku. Since M = ρc², the product Mk equals ρc²·ω/c = ωZ. A wave travelling to the left has k replaced by −k. Hence

σ = iωZu (to the right),  σ = −iωZu (to the left).     (5)

The material on the left of a plane exerts the force −σ per unit area on the material on its right, so the power passing to the right is −σ ∂u/∂t. For complex amplitudes, the time average of a product is half the real part of one factor times the conjugate of the other. With ∂u/∂t = −iωu, whose conjugate is iωu*, a right-going wave carries

P = −½ Re[(iωZu)(iωu*)] = ½ω²Z|u|².     (6)

The factor Z matters when the two solids differ, because equal displacement amplitudes then carry different powers.

**Matching at the bond**

Let the solids have impedances Z₁ on the left and Z₂ on the right. The incident displacement amplitude at the bond is set to 1, the reflected amplitude is r and the transmitted amplitude is t. The faces then move by

u₋ = 1 + r,  u₊ = t.     (7)

By (5), the traction is iωZ₁(1 − r) on the left face and iωZ₂t on the right face. Their equality gives

Z₁(1 − r) = Z₂t,  so that r = 1 − Z₂t/Z₁.     (8)

The spring law (2), with the traction taken from the right, gives

t − 1 − r = iωZ₂t/K.     (9)

Inserting r from (8) turns this into

t − 2 + Z₂t/Z₁ = iωZ₂t/K.

Multiplying by Z₁ and collecting the terms in t gives

t(Z₁ + Z₂ − iX) = 2Z₁,  X = ωZ₁Z₂/K.     (10)

The quantity X has the unit of an impedance and measures the effect of the bond's compliance. The amplitudes are therefore

t = 2Z₁/(Z₁ + Z₂ − iX),     (11)

r = 1 − 2Z₂/(Z₁ + Z₂ − iX) = (Z₁ − Z₂ − iX)/(Z₁ + Z₂ − iX).     (12)

By (6), the transmitted and reflected fractions of the power are

T = (Z₂/Z₁)|t|² = 4Z₁Z₂/[(Z₁ + Z₂)² + X²],     (13)

R = |r|² = [(Z₁ − Z₂)² + X²]/[(Z₁ + Z₂)² + X²].     (14)

Because (Z₁ − Z₂)² + 4Z₁Z₂ = (Z₁ + Z₂)², the sum R + T is 1. The spring stores energy during part of the cycle and returns it, with no net absorption.

For identical solids, Z₁ = Z₂ = Z and X = ωZ²/K. Equation (13) becomes

T = 4Z²/[4Z² + ω²Z⁴/K²] = 1/[1 + ω²Z²/(4K²)],

which is (3). The equality of the two impedances is a condition of that formula. For different solids, (13) must be used.

**The bond as a low-pass filter**

For identical solids it is convenient to define the time

τ = Z/(2K).     (15)

Dividing numerator and denominator of (11) and (12) by 2Z gives

t = 1/(1 − iωτ),  r = −iωτ/(1 − iωτ),  T = 1/(1 + ω²τ²).     (16)

The factor 2 in τ has a direct origin. Suppose that the bond has an opening g = u₊ − u₋ and no wave is incident. Each face then sends a wave outward. On the right, (5) reads σ = −Z ∂u₊/∂t, because iωu = −∂u/∂t; on the left it reads σ = Z ∂u₋/∂t. Subtracting the face velocities and using σ = Kg,

dg/dt = −2σ/Z = −(2K/Z)g = −g/τ.     (17)

Both solids carry energy away from the stretched spring, and so the opening relaxes at the rate 2K/Z.

Writing t = (1 + iωτ)/(1 + ω²τ²) shows that its phase is arctan(ωτ). With the time factor e^(−iωt), a positive phase is a lag. Half the power passes when ωτ = 1, at the frequency

f_half = 1/(2πτ) = K/(πZ).     (18)

At low frequency, ωτ ≪ 1, the reflected fraction is approximately (ωτ)²: the faces have time to follow each other. In the limit K → ∞ the joint is perfect and T = 1. At high frequency, ωτ ≫ 1, T is approximately (2K/ωZ)². In the limit K → 0 no power passes and r = 1. The left face then moves with twice the incident amplitude, as a free surface does.

When the solids differ, (13) can be written as a perfect-joint value times a filter. Dividing its numerator and denominator by (Z₁ + Z₂)² gives

T = T₀/[1 + (ω/ω₀)²],  T₀ = 4Z₁Z₂/(Z₁ + Z₂)²,  ω₀ = K(1/Z₁ + 1/Z₂).     (19)

The impedance mismatch sets T₀, while the fall with frequency depends on the bond stiffness and on both impedances. Lowering Z₂ raises ω₀, so a mismatched pair can transmit more than a matched pair at the same frequency and K.

**A finite layer and the origin of K**

Let the bond now be a uniform layer between x = 0 and x = h, with density ρ_l, speed c_l, modulus M_l = ρ_l c_l² and impedance Z_l = ρ_l c_l. The solids on both sides have impedance Z. Under a static traction the layer stretches by σh/M_l, which by (2) gives

K = M_l/h.     (20)

To find when this static value suffices, the layer is treated as a wave-bearing medium. With φ = ωh/c_l, the general solution inside it is

u = A cos(ωx/c_l) + B sin(ωx/c_l),

σ = ωZ_l[−A sin(ωx/c_l) + B cos(ωx/c_l)],

where M_l ω/c_l = ωZ_l was used. At x = h the displacement is t and the traction is iωZt, with the transmitted phase referred to that face. Thus

A cosφ + B sinφ = t,  −A sinφ + B cosφ = iZt/Z_l.

Multiplying the first equation by cosφ and the second by sinφ and subtracting gives A. Multiplying the first by sinφ and the second by cosφ and adding gives B:

A = t[cosφ − i(Z/Z_l) sinφ],  B = t[sinφ + i(Z/Z_l) cosφ].     (21)

At x = 0 the displacement is A = 1 + r, and the traction condition is ωZ_l B = iωZ(1 − r). Dividing the latter by iωZ gives 1 − r = −i(Z_l/Z)B. Adding the two expressions eliminates r:

2 = A − i(Z_l/Z)B = t[2cosφ − i(Z/Z_l + Z_l/Z) sinφ].     (22)

Hence 1/T = |t|⁻² = cos²φ + ¼(Z/Z_l + Z_l/Z)² sin²φ. Replacing cos²φ by 1 − sin²φ and using (a + 1/a)² − 4 = (a − 1/a)² with a = Z/Z_l,

1/T − 1 = ¼(Z/Z_l − Z_l/Z)² sin²φ.     (23)

To compare this with the spring, let q = Z_l/Z. From (15) and (20), and with M_l = Z_l c_l,

ωτ = ωZh/(2Z_l c_l) = φ/(2q).     (24)

Since (1/q − q)² = (1 − q²)²/q², equation (23) becomes

1/T − 1 = (ωτ)²[(1 − q²) sinφ/φ]².     (25)

The spring law follows when the bracket is close to 1. This is ensured by two conditions together: φ ≪ 1, so that the layer is thin compared with its own wavelength, and q² ≪ 1, so that it is acoustically soft compared with the solids.

Both conditions limit the effect of the layer's mass: φ² = ω²ρ_l h/K and q² = ρ_l M_l/Z² both vanish as ρ_l → 0 at fixed M_l and h. The second condition remains even for a very thin layer. For φ ≪ 1, the right side of (23) is approximately ¼(φ/q − φq)². Here φ/q = ωZ/K is the effect of compliance, and φq = ωρ_l h/Z is the effect of mass per unit area. The two enter with opposite signs. At q = 1 they cancel and the layer reflects nothing, whereas a massless spring with the same K would reflect.

At the half-transmission frequency of the spring, ωτ = 1, and (24) gives φ = 2q. A soft layer therefore satisfies both conditions up to this frequency. For small q, the square of the bracket in (25) is then approximately

1 − 2q² − φ²/3 = 1 − 10q²/3,

so that, to leading order in q²,

T(f_half) ≈ ½ + 5q²/6.     (26)

**Worked example**

Take two identical solids with ρ = 2300 kg/m³ and c = 8500 m/s, joined by a layer with ρ_l = 1200 kg/m³, c_l = 2500 m/s and h = 0.50 µm. These are round model parameters. One MRayl is 10⁶ kg/(m² s). The derived quantities are

Z = 2300 × 8500 = 19.55 × 10⁶ kg/(m² s) = 19.55 MRayl,

Z_l = 1200 × 2500 = 3.00 × 10⁶ kg/(m² s) = 3.00 MRayl,

q = 3.00/19.55 = 0.1535,

M_l = 1200 × 2500² = 7.50 × 10⁹ Pa = 7.50 GPa,

K = 7.50 × 10⁹/(0.50 × 10⁻⁶) = 1.50 × 10¹⁶ N/m³,

τ = 19.55 × 10⁶/(2 × 1.50 × 10¹⁶) = 6.52 × 10⁻¹⁰ s = 0.652 ns,

f_half = 1.50 × 10¹⁶/(π × 19.55 × 10⁶) = 2.44 × 10⁸ Hz = 244 MHz.

At 100 MHz, ωτ = 0.4095, and the spring formula gives T = 1/(1 + 0.4095²) = 0.856. The phase lag is arctan(0.4095) = 0.389 rad. The following values compare (3) with the finite-layer result (23):

f (MHz) | φ (rad) | T, spring | T, layer
25 | 0.031 | 0.990 | 0.990
50 | 0.063 | 0.960 | 0.962
100 | 0.126 | 0.856 | 0.863
200 | 0.251 | 0.599 | 0.615
244 | 0.307 | 0.500 | 0.520
400 | 0.503 | 0.272 | 0.299

The layer transmits more than the spring at these frequencies because both factors in the bracket of (25), 1 − q² and sinφ/φ, are less than 1. At f_half the excess is 0.020, in agreement with 5q²/6 = 0.020 from (26). If M_l and h are both reduced by a factor of 100 at fixed ρ_l, K is unchanged while q² falls by the same factor. The layer value at f_half then becomes 0.5002. Thus the remaining difference is due to the layer's own wave motion and mass, and it vanishes in the limit of a soft, thin layer with fixed K.

At much higher frequency the spring picture fails completely. When φ = π, at f = c_l/(2h) = 2.5 GHz, equation (23) gives T = 1, while the spring formula gives about 0.01. Vibrations that carry heat at room temperature have frequencies of the order of 1 THz, at which φ for this layer is above 1000 rad. A stiffness found with ultrasound therefore cannot be put into (3) to predict heat flow through such a layer.

For a case of unequal solids, keep K and Z₁ and let Z₂ = 10 MRayl. A perfect joint would transmit T₀ = 0.896. At 244 MHz, ωZ₁ = 2K, so X = 2Z₂ = 20 MRayl, and (13) gives

T = 4 × 19.55 × 10/(29.55² + 20²) = 0.614.

This exceeds the value 0.500 for identical solids: the higher ω₀ in (19) outweighs the loss from mismatch. At 100 MHz the order is reversed, with 0.832 for the unequal pair and 0.856 for the equal pair, because the bond matters less there.

**Finding the stiffness from a transmission measurement**

Solving (3) for K gives

K = (ωZ/2)√[T/(1 − T)].     (27)

The logarithm of (27) contains T through ½ ln T − ½ ln(1 − T). Its derivative with respect to T is ½[1/T + 1/(1 − T)] = 1/[2T(1 − T)]. A small error δT, with ω and Z known, therefore produces

δK/K = δT/[2T(1 − T)].     (28)

For a given δT this is smallest at T = ½, where T(1 − T) is largest. Near T = 1 the bond leaves little trace in the transmitted power, and near T = 0 a small absolute error is a large fraction of the signal.

Suppose that the layer of the example is measured at 100 MHz and gives its finite-layer value T = 0.8628. Here ωZ/2 = 6.142 × 10¹⁵ N/m³, and (27) yields

K = 6.142 × 10¹⁵ × √(0.8628/0.1372) = 1.54 × 10¹⁶ N/m³.

This is 2.7 % above the static value M_l/h. The bias comes from using the spring formula for a layer with mass and finite thickness. An error of 0.01 in T would add an uncertainty of 4.2 % in K at this frequency.

At f_half the same error in T would cost close to 2 %, but the bias is larger. Since ωZ/2 = K there, the inferred stiffness is √(0.5198/0.4802) = 1.040 times M_l/h, a bias of 4.0 %. Raising the frequency towards half transmission thus reduces the effect of measurement error while increasing the model error. If ρ_l and h are known, fitting M_l with (23) removes this bias within the uniform-layer model, provided that the layer is known to have φ < π/2 and q < 1. In that range the right side of (23) falls steadily as M_l grows, so the solution is unique. A stiff layer with q > 1 and small φ can give a second solution, but only when 1/T − 1 is below ¼(ωρ_l h/Z)², that is, for T above 0.9999 in the example at 100 MHz. Because sin²φ is periodic, much softer layers with larger φ can give the same T at a single frequency.

All numerical values are calculated from the stated model.
